# Final Interstitial and Vacancy Concentrations in Sink-Free Silicon: verification in Python

```python
"""
Result under test: in uniform silicon without sinks, interstitials (I) and
vacancies (V) appear and vanish only in pairs, so delta = I - V is conserved.
When recombination and pair generation balance, I*V = K and
    I = ( delta + sqrt(delta^2 + 4K)) / 2
    V = (-delta + sqrt(delta^2 + 4K)) / 2.
K is the product of the equilibrium concentrations at the final temperature.
Concentrations are in cm^-3, temperatures in K, energies in eV.
Material parameters are rough typical values for silicon.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, erf

KB = const.k / const.e                 # eV/K

# Rough inputs
T_melt = 1685.0
I_start, V_start = 7e14, 8e14          # equilibrium values near melting
E_form_I, E_form_V = 4.0, 4.0          # formation energies
D_I, D_V = 4e-4, 4e-5                  # cm^2/s
capture_nm = 0.5
lattice_nm = 0.543
block_mm, cooling_s = 100.0, 300.0
E_bind_pair = 1.6                      # divacancy binding
surface_J_m2 = 1.0
n_intrinsic, dopants = 2e19, 1e15      # near 1500 K
expansion = 4e-6                       # linear, 1/K


def equilibrium(T):
    x = (1 / T - 1 / T_melt) / KB
    return I_start * np.exp(-E_form_I * x), V_start * np.exp(-E_form_V * x)


def product(T):
    i_eq, v_eq = equilibrium(T)
    return i_eq * v_eq


def final_state(delta, K):
    """Closed form, with the minority found without subtraction."""
    major = (abs(delta) + np.sqrt(delta**2 + 4 * K)) / 2
    minor = K / major
    return (major, minor) if delta >= 0 else (minor, major)


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


delta = I_start - V_start
T_hold, T_hot, T_cold = 1500.0, 1600.0, 1400.0
K_hold = product(T_hold)
I_f, V_f = final_state(delta, K_hold)
I_hot, V_hot = final_state(delta, product(T_hot))
I_cold, V_cold = final_state(delta, product(T_cold))
total = I_f + V_f

# Closed form against direct root finding, for both signs of delta
for d in (delta, 0.0, -delta):
    for T in (T_cold, T_hold, T_hot):
        K = product(T)
        low = max(0.0, d)
        root = brentq(lambda c: (c * (c - d) - K) / K, low,
                      low + 2 * np.sqrt(K), xtol=1e-3, rtol=1e-13)
        i, v = final_state(d, K)
        assert close(i, root, 1e-9)
        assert close(v, root - d, 1e-8)


# Exact canonical counting of arrangements, without any rate equation.
# Tolerance covers finite-number fluctuations and finite dilution.
def log_binomial(n, k):
    return gammaln(n + 1) - gammaln(k + 1) - gammaln(n - k + 1)


sites = 1e8
for excess in (3000, 0):
    K_number = 4e6
    n = np.arange(0, 6001)
    logw = (log_binomial(sites, n) + log_binomial(sites, n + excess)
            + n * np.log(K_number / sites**2))
    w = np.exp(logw - logw.max())
    mean_V = np.sum(n * w) / np.sum(w)
    assert close(mean_V, final_state(excess, K_number)[1], 1e-3)

# Capture rate: finite-volume diffusion to an absorbing sphere of radius 1
r = np.geomspace(1.0, 2000.0, 600)
cond = 4 * np.pi * ((r[1:] + r[:-1]) / 2)**2 / np.diff(r)
matrix = (np.diag(cond[:-1] + cond[1:]) - np.diag(cond[1:-1], 1)
          - np.diag(cond[1:-1], -1))
source = np.zeros(len(r) - 2)
source[-1] = cond[-1]
profile = np.linalg.solve(matrix, source)
assert close(cond[0] * profile[0], 4 * np.pi, 2e-3)
k_rec = 4 * np.pi * capture_nm * 1e-7 * (D_I + D_V)
tau = 1 / (k_rec * total)

# Rate equations in scaled variables: concentration unit c0, time 1/(k*c0)
c0 = 1e14


def integrate(start, K_of_t, t_end, t_eval=None, sinks=None):
    def rhs(t, y):
        net = K_of_t(t) / c0**2 - y[0] * y[1]
        out = np.array([net, net])
        if sinks is not None:
            i_eq, v_eq, life_i, life_v = sinks
            out -= [(y[0] - i_eq / c0) / life_i, (y[1] - v_eq / c0) / life_v]
        return out
    sol = solve_ivp(rhs, (0, t_end), np.array(start) / c0, method="LSODA",
                    t_eval=t_eval, rtol=1e-10, atol=1e-13)
    assert sol.success
    return sol.y * c0


def vacancy_at(t, V0, i_end, v_end):
    y = (V0 - v_end) / (V0 + i_end) * np.exp(-k_rec * (i_end + v_end) * t)
    return (v_end + i_end * y) / (1 - y)


# Transient, for recombination and for generation
for start, T in (((I_start, V_start), T_hold), ((I_f, V_f), T_hot)):
    K = product(T)
    i_end, v_end = final_state(delta, K)
    times = np.array([0.2, 1.0, 3.0]) / (k_rec * (i_end + v_end))
    scaled = times * k_rec * c0
    numeric = integrate(start, lambda t: K, scaled[-1], scaled)[1]
    formula = vacancy_at(times, start[1], i_end, v_end)
    assert np.allclose(numeric, formula, rtol=1e-7, atol=0)

# Different thermal paths to the same temperature end in the same state
for T_mid in (1550.0, 1400.0):
    def K_path(t):
        return product(np.interp(t, [0, 200, 400], [T_melt, T_mid, T_hold]))
    end = integrate((I_start, V_start), K_path, 450)[:, -1]
    assert np.allclose(end, [I_f, V_f], rtol=1e-6, atol=0)

# Sinks break the conservation and lead to full equilibrium instead
I_eq, V_eq = equilibrium(T_hold)
end = integrate((I_start, V_start), lambda t: K_hold, 20000,
                sinks=(I_eq, V_eq, 50.0, 500.0))[:, -1]
assert np.allclose(end, [I_eq, V_eq], rtol=1e-5, atol=0)
assert V_f > 2 * V_eq

# Strongly unbalanced limit and its leading error
ratio = product(T_cold) / delta**2
limit_error = product(T_cold) / abs(delta) / I_cold - 1
assert abs(limit_error - ratio) < 2 * ratio**2

# Cancellation in the direct minority formula
K_small = 1e-18
naive = -0.5 + np.sqrt(0.25 + K_small)
stable = final_state(1.0, K_small)[1]
mp.mp.dps = 50
precise = -mp.mpf(1) / 2 + mp.sqrt(mp.mpf(1) / 4 + mp.mpf(K_small))
assert close(stable, float(precise), 1e-13)
assert not close(naive, float(precise), 0.5)

# Sensitivity and effective diffusivity of the conserved difference
step = abs(delta) * 1e-4
up, down = final_state(delta + step, K_hold), final_state(delta - step, K_hold)
slope_I, slope_V = [(a - b) / (2 * step) for a, b in zip(up, down)]
assert close(slope_I, I_f / total, 1e-5)
assert close(slope_V, -V_f / total, 1e-5)
D_eff = (D_I * I_f + D_V * V_f) / total
assert close(D_I * slope_I - D_V * slope_V, D_eff, 1e-5)

# Surface sinks: the faster diffusivity gives the larger effect
D_mm = D_I * 100
sink_s = block_mm**2 / (np.pi**2 * D_mm)
edge_mm = 2 * np.sqrt(D_mm * cooling_s)
m = 400
dx = block_mm / (m + 1)
vals, vecs = eigh_tridiagonal(np.full(m, 2 / dx**2), np.full(m - 1, -1 / dx**2))
assert close(1 / (D_mm * vals[0]), sink_s, 1e-4)
left = vecs @ (np.exp(-D_mm * vals * cooling_s) * vecs.sum(axis=0))
depth = dx * np.arange(1, m + 1)
assert close(np.interp(edge_mm, depth, left), erf(1.0), 3e-3)
edge_effect = 1 - erf(1.0)

# Divacancies: neighbour pairs per site counted in the diamond structure
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
atoms = np.vstack([fcc, fcc + 0.25])
sep = atoms[:, None] - atoms[None]
sep -= np.round(sep)
bonded = np.abs(np.linalg.norm(sep, axis=2) - np.sqrt(3) / 4) < 1e-6
pairs_per_site = bonded.sum() / 2 / len(atoms)
site_density = len(atoms) / (lattice_nm * 1e-7)**3
kT = KB * T_hold
C_pair = pairs_per_site * V_f**2 / site_density * np.exp(E_bind_pair / kT)
# Mass action for pairs against exact counting at fixed vacancy number
number, boost = 4000, 1000.0
p = np.arange(0, number // 2 + 1)
logw = (log_binomial(pairs_per_site * sites, p)
        + log_binomial(sites, number - 2 * p) + p * np.log(boost))
w = np.exp(logw - logw.max())
mean_p = np.sum(p * w) / np.sum(w)
single = number - 2 * mean_p
assert close(mean_p, pairs_per_site * single**2 / sites * boost, 5e-3)

# Voids: classical nucleation from the vacancy supersaturation
gamma = surface_J_m2 / const.e * 1e-18             # eV/nm^2
atom_volume = lattice_nm**3 / len(atoms)           # nm^3
supersat = V_f / V_eq
drive = kT * np.log(supersat)
r_crit = 2 * gamma * atom_volume / drive
void_barrier = 4 * np.pi * gamma * r_crit**2 / 3


def void_energy(radius):
    return (4 * np.pi * radius**2 * gamma
            - 4 * np.pi * radius**3 / (3 * atom_volume) * drive)


peak = minimize_scalar(lambda x: -void_energy(x), bounds=(0.01, 10),
                       method="bounded", options={"xatol": 1e-9})
assert close(peak.x, r_crit, 1e-5)
assert close(-peak.fun, void_barrier, 1e-8)

# Doping: neutrality n - p = dopants gives the Fermi shift in units of kT
shift = np.arcsinh(dopants / (2 * n_intrinsic))
neutral = brentq(lambda u: np.exp(u) - np.exp(-u) - dopants / n_intrinsic,
                 -1, 1, xtol=1e-15)
assert close(shift, neutral, 1e-8)
K_change = np.exp(4 * shift) - 1       # bound for charges up to two each

# Other estimates
allowed_barrier = kT * np.log(cooling_s / tau)
contraction = 3 * expansion * (T_melt - T_hold)
delta_err = 1.05 * I_start - V_start
I_err, V_err = final_state(delta_err, K_hold)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Start temperature", T_melt, "K")
show("Start I", I_start, "cm^-3")
show("Start V", V_start, "cm^-3")
show("Conserved I-V", delta, "cm^-3")
show("Formation energy I", E_form_I, "eV")
show("Formation energy V", E_form_V, "eV")
show("Hold temperature", T_hold, "K")
show("Equilibrium I* at hold", I_eq, "cm^-3")
show("Equilibrium V* at hold", V_eq, "cm^-3")
show("Product K at hold", K_hold, "cm^-6")
show("Root sqrt(delta^2+4K)", total, "cm^-3")
show("Final I at hold", I_f, "cm^-3")
show("Final V at hold", V_f, "cm^-3")
show("Final I at hold, converted", I_f * 1e-24, "angstrom^-3")
show("Final V at hold, converted", V_f * 1e-24, "angstrom^-3")
show("Pairs recombined", I_start - I_f, "cm^-3")
show("Reheat temperature", T_hot, "K")
show("Product K at reheat", product(T_hot), "cm^-6")
show("Final I at reheat", I_hot, "cm^-3")
show("Final V at reheat", V_hot, "cm^-3")
show("Pairs generated on reheat", I_hot - I_f, "cm^-3")
show("Cold temperature", T_cold, "K")
show("Final I at cold", I_cold, "cm^-3")
show("Final V at cold", V_cold, "cm^-3")
show("K/delta^2 at cold", ratio)
show("Error of K/|delta| at cold", limit_error)
show("Minority, subtraction, delta=1 K=1e-18", naive)
show("Minority, stable form, same case", stable)
show("Diffusivity I", D_I, "cm^2/s")
show("Diffusivity V", D_V, "cm^2/s")
show("Capture radius", capture_nm, "nm")
show("Rate constant k", k_rec, "cm^3/s")
show("Relaxation time at hold", tau, "s")
show("V after one relaxation time", vacancy_at(tau, V_start, I_f, V_f), "cm^-3")
show("V after five relaxation times",
     vacancy_at(5 * tau, V_start, I_f, V_f), "cm^-3")
show("Effective diffusivity of I-V", D_eff, "cm^2/s")
show("Block thickness", block_mm, "mm")
show("Cooling time", cooling_s, "s")
show("Surface sink time, using D_I", sink_s, "s")
show("Surface-affected depth", edge_mm, "mm")
show("Surface effect left at that depth", edge_effect)
show("Divacancy binding", E_bind_pair, "eV")
show("Divacancies", C_pair, "cm^-3")
show("Vacancies in pairs / single V", 2 * C_pair / V_f)
show("Vacancy supersaturation V/V*", supersat)
show("Surface energy", surface_J_m2, "J/m^2")
show("Critical void radius", r_crit, "nm")
show("Void nucleation barrier", void_barrier, "eV")
show("Void barrier / kT", void_barrier / kT)
show("Dopant concentration", dopants, "cm^-3")
show("Intrinsic carriers at hold", n_intrinsic, "cm^-3")
show("Bound on relative K change", K_change)
show("Barrier matching cooling time", allowed_barrier, "eV")
show("Relative volume contraction", contraction)
show("I-V if start I is 5% higher", delta_err, "cm^-3")
show("Final I in that case", I_err, "cm^-3")
show("Final V in that case", V_err, "cm^-3")
print("checks complete")
```

Printed output:

```
Start temperature: 1685 K
Start I: 7e+14 cm^-3
Start V: 8e+14 cm^-3
Conserved I-V: -1e+14 cm^-3
Formation energy I: 4 eV
Formation energy V: 4 eV
Hold temperature: 1500 K
Equilibrium I* at hold: 2.342e+13 cm^-3
Equilibrium V* at hold: 2.676e+13 cm^-3
Product K at hold: 6.268e+26 cm^-6
Root sqrt(delta^2+4K): 1.118e+14 cm^-3
Final I at hold: 5.917e+12 cm^-3
Final V at hold: 1.059e+14 cm^-3
Final I at hold, converted: 5.917e-12 angstrom^-3
Final V at hold, converted: 1.059e-10 angstrom^-3
Pairs recombined: 6.941e+14 cm^-3
Reheat temperature: 1600 K
Product K at reheat: 2.999e+28 cm^-6
Final I at reheat: 1.303e+14 cm^-3
Final V at reheat: 2.303e+14 cm^-3
Pairs generated on reheat: 1.243e+14 cm^-3
Cold temperature: 1400 K
Final I at cold: 7.531e+10 cm^-3
Final V at cold: 1.001e+14 cm^-3
K/delta^2 at cold: 0.0007537
Error of K/|delta| at cold: 0.0007531
Minority, subtraction, delta=1 K=1e-18: 0
Minority, stable form, same case: 1e-18
Diffusivity I: 0.0004 cm^2/s
Diffusivity V: 4e-05 cm^2/s
Capture radius: 0.5 nm
Rate constant k: 2.765e-10 cm^3/s
Relaxation time at hold: 3.234e-05 s
V after one relaxation time: 1.578e+14 cm^-3
V after five relaxation times: 1.066e+14 cm^-3
Effective diffusivity of I-V: 5.905e-05 cm^2/s
Block thickness: 100 mm
Cooling time: 300 s
Surface sink time, using D_I: 2.533e+04 s
Surface-affected depth: 6.928 mm
Surface effect left at that depth: 0.1573
Divacancy binding: 1.6 eV
Divacancies: 1.067e+11 cm^-3
Vacancies in pairs / single V: 0.002014
Vacancy supersaturation V/V*: 3.957
Surface energy: 1 J/m^2
Critical void radius: 1.405 nm
Void nucleation barrier: 51.61 eV
Void barrier / kT: 399.3
Dopant concentration: 1e+15 cm^-3
Intrinsic carriers at hold: 2e+19 cm^-3
Bound on relative K change: 0.0001
Barrier matching cooling time: 2.074 eV
Relative volume contraction: 0.00222
I-V if start I is 5% higher: -6.5e+13 cm^-3
Final I in that case: 8.525e+12 cm^-3
Final V in that case: 7.352e+13 cm^-3
checks complete
```
